# How a steepest-descent reaction path enters a harmonic minimum

A reaction path runs downhill from a transition state of a molecule to a minimum of its potential energy $V$. Near the minimum, let $x_i$ be the Cartesian displacements of the nuclei from equilibrium, $m_i$ the mass belonging to coordinate $i$, and

$$V=\tfrac12\,x^{T}Kx ,$$

with $K$ the symmetric matrix of force constants and the energy counted from the minimum. The path is defined as steepest descent in the mass-weighted coordinates $q_i=\sqrt{m_i}\,x_i$:

$$\frac{dq}{ds}=-\frac{g}{|g|},\qquad g=\frac{\partial V}{\partial q},$$

where $s$ is arc length in $q$-space. The starting point below is the point at which the path enters the region where the quadratic form of $V$ holds. Hartree atomic units are used, so $\hbar=m_e=1$ and $q$ has the unit bohr$\,\sqrt{m_e}$, written "units" where no confusion can arise.

## (a) Mass weighting

**Write the gradient in mass-weighted coordinates and relate its matrix to the vibrational frequencies. When would descent in unweighted coordinates follow the same normal mode?**

Let $M$ be the diagonal matrix of masses. Then $x=M^{-1/2}q$, and

$$V=\tfrac12 q^{T}Hq,\qquad H=M^{-1/2}KM^{-1/2},\qquad g=Hq .$$

Newton's equation $M\ddot x=-Kx$, multiplied by $M^{-1/2}$, becomes $\ddot q=-Hq$. An eigenvector of $H$ with eigenvalue $\lambda_k$ therefore vibrates with frequency $\omega_k=\sqrt{\lambda_k}$. Nuclei released from rest move by $q(t)-q(0)\approx-\tfrac12 g\,t^2$, so the path direction is that of the initial classical motion from rest.

Overall translations and rotations have $\lambda=0$ in this quadratic form. The gradient has no component along them, so they stay constant and are set to zero. The remaining normal coordinates $Q_k$ are the components of $q$ along the orthonormal eigenvectors of $H$. Their frequencies are assumed distinct:

$$0<\lambda_1<\lambda_2<\lambda_3<\dots$$

Unweighted descent would use the eigenvectors of $K$. Suppose a displacement $v$ is both such an eigenvector, $Kv=\kappa v$, and a normal mode, $Kv=\omega^2Mv$. Subtraction gives $(\kappa-\omega^2m_i)v_i=0$ for every $i$. All coordinates that move must then have the same mass $\kappa/\omega^2$. Otherwise the two kinds of descent do not share this Cartesian direction. They may still share the change of shape: in a heteronuclear diatomic the stretching eigenvector of $K$ and the normal mode differ only by an overall translation. The equal-mass condition is necessary but not sufficient for arrival along the same mode, since $v$ must also be the softest direction of both $K$ and $H$. With $K=\operatorname{diag}(1,2)$ and masses 1 and 35, the softest eigenvector of $K$ is the first coordinate, while the softest normal mode is the second.

## (b) The curve and its length

**Solve for the path. Is its length finite?**

The factor $1/|g|$ sets the speed along the curve but not its direction. Introduce a parameter $t$, which is not physical time, through $ds=|g|\,dt$. Then

$$\frac{dq}{dt}=\frac{dq}{ds}\,|g|=-g=-Hq .$$

In normal coordinates the equations separate:

$$\frac{dQ_k}{dt}=-\lambda_kQ_k\quad\Rightarrow\quad Q_k(t)=Q_k(0)\,e^{-\lambda_kt}.$$

The minimum is approached as $t\to\infty$. The length is nevertheless finite, because the norm of a vector is at most the sum of the magnitudes of its components:

$$L=\int_0^\infty|g|\,dt\le\sum_k\lambda_k|Q_k(0)|\int_0^\infty e^{-\lambda_kt}dt=\sum_k|Q_k(0)| .$$

The path thus reaches the minimum after a finite arc length, and it makes sense to ask for its direction there.

## (c) The direction of arrival

**Suppose $Q_1(0)\neq0$. Find the limiting tangent, and decide whether the path turns steadily towards it.**

Since $e^{-\lambda_1t}=Q_1/Q_1(0)$, the parameter can be eliminated:

$$\frac{Q_k}{Q_k(0)}=\left[\frac{Q_1}{Q_1(0)}\right]^{r_k},\qquad r_k=\frac{\lambda_k}{\lambda_1}=\frac{\omega_k^2}{\omega_1^2}.$$

The bracket is positive, because no $Q_k$ changes sign. For $k>1$ the exponent exceeds one, so $Q_k$ vanishes faster than $Q_1$.

The tangent has components $-\lambda_kQ_k/|g|$. Let $\theta$ be the angle between its line and the axis of mode 1. The tangent of this angle is the perpendicular part of the gradient divided by the parallel part:

$$\tan^2\theta=\sum_{k>1}\left(\frac{\lambda_kQ_k}{\lambda_1Q_1}\right)^2
=\sum_{k>1}\left(\frac{\lambda_kQ_k(0)}{\lambda_1Q_1(0)}\right)^2e^{-2(\lambda_k-\lambda_1)t}.$$

Every non-zero term decreases steadily to zero, and so does $\theta$. The unit tangent tends to $-\operatorname{sgn}[Q_1(0)]\,e_1$, where $e_1$ is the unit vector of mode 1. The path therefore enters along the softest mode, from the side on which it started.

The reason is a competition between decay rates. The steep directions are descended first, which leaves the soft displacement to be removed last.

## (d) The exceptional starts

**Which starting points do not lead to mode 1, and where do they lead? What changes if the two lowest frequencies coincide?**

If $Q_1(0)=0$, then $Q_1(t)=0$ throughout, and mode 1 is absent from the path. Let $j$ be the lowest index with $Q_j(0)\ne0$. Dividing the gradient components by $\lambda_jQ_j$ gives

$$\left|\frac{\lambda_kQ_k}{\lambda_jQ_j}\right|=\left|\frac{\lambda_kQ_k(0)}{\lambda_jQ_j(0)}\right|e^{-(\lambda_k-\lambda_j)t}\to0\qquad(k>j).$$

The path enters along the softest mode that is present at the start. The starts that miss mode 1 form the hyperplane $Q_1=0$. It has one dimension fewer than the full space and hence zero volume, which is the meaning of "generic" for the other starts. Within this hyperplane the path enters along mode 2, unless $Q_2(0)=0$ as well, and so on.

The exception is unstable. On a path with a small non-zero $Q_1(0)$, part (c) gives $|Q_1|\propto|Q_2|^{1/r_2}$, hence $|Q_1/Q_2|\propto|Q_2|^{1/r_2-1}$. This ratio grows without limit as $Q_2\to0$, since $r_2>1$.

If $\lambda_1=\lambda_2$, then $Q_2/Q_1$ keeps its initial value. The path enters along a direction in the plane of the two modes that depends on the start, provided the component in that plane is non-zero. This is why distinct frequencies were required.

## (e) How fast the path turns

**Let $Q_1(0)$ and $Q_2(0)$ be non-zero and write $r=r_2$. Find how $\theta$ and the curvature depend on the remaining length $\sigma$ near the minimum.**

Close to the minimum the terms with $k>2$ are negligible beside that of mode 2, because their exponents are larger. With

$$A=\frac{|Q_2(0)|}{|Q_1(0)|^{r}},\qquad |Q_2|=A|Q_1|^{r},$$

the slope of the curve is

$$\tan\theta\simeq\left|\frac{dQ_2}{dQ_1}\right|=rA|Q_1|^{r-1}.$$

The remaining length is $\sigma=\int_0^{|Q_1|}\sqrt{1+\tan^2\theta}\;d|Q_1|$. Since $\theta\to0$, this tends to $|Q_1|$, and therefore

$$\tan\theta\simeq rA\,\sigma^{r-1}.$$

The curvature of a plane curve $Q_2(Q_1)$ is $|Q_2''|/(1+Q_2'^2)^{3/2}$. The denominator tends to one, so

$$\kappa\simeq r(r-1)A\,\sigma^{r-2}.$$

There are three cases:

- For $r>2$, the curvature vanishes at the minimum.
- For $r=2$, it tends to the constant $2A$.
- For $1<r<2$, that is $\omega_1<\omega_2<\sqrt2\,\omega_1$, it diverges.

The results for $r\ge2$ are sensitive to one kind of anharmonic term. With two modes, cubic terms $Q_1^3$, $Q_1Q_2^2$ and $Q_2^3$ leave the zero limit for $r>2$ intact and change only the value of the constant at $r=2$, but a term $Q_1^2Q_2$ does more. With two modes and a cubic term $d\,Q_1^2Q_2$ in $V$, the descent equations add $-d\,Q_1^2/(\lambda_2-2\lambda_1)$ to $Q_2$ at leading order when $r>2$. The curvature then tends to $2|d|/(\lambda_2-2\lambda_1)$ instead of zero. At $r=2$ this denominator vanishes, and the constant limit is lost as well. The direction of arrival is still mode 1.

For $1<r<2$, the divergence does not spoil the limiting tangent. The angle still to be turned is $\int_0^\sigma\kappa\,d\sigma'\simeq rA\sigma^{r-1}$, which is finite and tends to zero.

## (f) A numerical path

**Take modes at 300, 400 and 900 cm$^{-1}$ and the start $Q(0)=(20,60,40)$ bohr$\,\sqrt{m_e}$. Where does the tangent come within 45° and 10° of mode 1? What happens if $Q_1(0)$ is ten times smaller? Compare these distances with the width of the nuclear motion.**

The eigenvalue ratios are $r_2=(400/300)^2=1.7778$ and $r_3=(900/300)^2=9$. At the start

$$\tan\theta=\frac{\sqrt{(1.7778\times60)^2+(9\times40)^2}}{20}=18.8,\qquad\theta=87.0^\circ .$$

The path first runs almost perpendicular to its final direction. Its length is 86.1 units, or 1.07 Å$\,\sqrt{\mathrm u}$. This lies below the bound $20+60+40=120$ from part (b) and above the straight distance $\sqrt{20^2+60^2+40^2}=74.8$.

Some points on the path are:

| $Q_1$ | $Q_2$ | $Q_3$ | $\theta$ |
|---|---|---|---|
| 20 | 60 | 40 | 87.0° |
| 10 | 17.5 | 0.078 | 72.2° |
| 5 | 5.10 | $1.5\times10^{-4}$ | 61.1° |
| 1 | 0.292 | $7.8\times10^{-11}$ | 27.4° |
| 0.1 | 0.0049 | $7.8\times10^{-20}$ | 4.9° |

Mode 3 disappears early, because its decay rate is 9 times that of mode 1. For mode 2 the factor is only 1.78, so it persists much longer. Once mode 3 is negligible,

$$\tan\theta=\frac{r|Q_2(0)|}{|Q_1(0)|}\left|\frac{Q_1}{Q_1(0)}\right|^{r-1}.$$

Solving for $|Q_1|$ gives the distance, measured along mode 1, at which a chosen angle is reached:

$$|Q_1|_\theta=|Q_1(0)|\left[\frac{\tan\theta\,|Q_1(0)|}{r|Q_2(0)|}\right]^{1/(r-1)}.$$

Here $r|Q_2(0)|=106.67$ and $1/(r-1)=1.2857$. The two distances are

$$|Q_1|_{45^\circ}=20\,(20/106.67)^{1.2857}=2.32,$$

$$|Q_1|_{10^\circ}=20\,(0.1763\times20/106.67)^{1.2857}=0.250 .$$

Now reduce $Q_1(0)$ to 2, with the other two components held fixed. The distances become 0.0120 and 0.00129. Both have shrunk by a factor of about 193, because at fixed $Q_2(0)$ the formula scales as $|Q_1(0)|^{r/(r-1)}$ and $10^{16/7}\approx193$. For most of its length such a path resembles an exceptional one, and it turns to mode 1 very late.

The same formula shows what closely spaced frequencies do. As $r\to1$ the exponent $1/(r-1)$ grows without limit. If the bracket is below one, the turn moves towards zero distance.

The curvature illustrates part (e). At distances $10^{-2}$ and $10^{-3}$ from the minimum it is 1.12 and 1.87 per unit, so it grows. If the second mode is moved to 450 cm$^{-1}$, with the start and the other modes held fixed, then $r=2.25$ and the curvature falls from 0.063 to 0.035 per unit.

**The width of the nuclear motion.** For a quantum oscillator the mean potential energy $\tfrac12\omega^2\langle Q^2\rangle$ is half the mean energy $\langle E\rangle=\tfrac12\omega\coth(\omega/2k_BT)$. Hence

$$\langle Q^2\rangle=\frac{1}{2\omega}\coth\frac{\omega}{2k_BT}.$$

For mode 1, $\omega_1=1.3669\times10^{-3}$ hartree. The zero-point width is $(2\omega_1)^{-1/2}=19.1$ units. At 600 K, where $k_BT=1.900\times10^{-3}$ hartree, the width is 32.6 units.

At the 45° point the displacement along mode 1 is 2.32, about one eighth of the zero-point width of that mode. At the 10° point the potential energy is $5.9\times10^{-8}$ hartree, or $3\times10^{-5}\,k_BT$. In this example the final tangent is a property of the potential surface and the masses, and it does not predict how the nuclei move when they arrive.

**The effect of mass weighting.** Take three coordinates with masses 1, 12 and 28 u, and let the normal modes in $q$-space point along $(1,2,2)/3$, $(2,1,-2)/3$ and $(2,-2,1)/3$, in order of frequency. Unweighted descent from the same start then ends 46° away from mode 1, measured in mass-weighted space. The cause is the one found in part (a): mode 1 moves coordinates of different mass.

## (g) Exceptions imposed by symmetry

**A path starts at a geometry unchanged by a symmetry operation $S$ of the potential. Which modes can it contain?**

Let $S$ be an orthogonal matrix with $V(Sq)=V(q)$, where $V$ need not be quadratic. Differentiation with respect to $q$ gives $S^Tg(Sq)=g(q)$. Multiplying by $S$ and using $SS^T=1$,

$$g(Sq)=S\,g(q).$$

At a symmetric geometry, $Sq=q$, this reads $g(q)=Sg(q)$. The gradient is itself symmetric, so descent stays among the symmetric geometries. The stationary point it reaches is the limit of symmetric points and is symmetric too. That point need not be a minimum: on $V=(x^2-1)^2+y^2(1-2x)+y^4$, which is even in $y$, the symmetric path from the transition state at the origin ends at $(1,0)$, a saddle with negative curvature along $y$. What follows assumes that the end point is a minimum.

At that minimum $H$ commutes with $S$. If $e_k$ is an eigenvector of $H$, so is $Se_k$, with the same eigenvalue. Because the frequencies are distinct, $Se_k$ must be a multiple of $e_k$. As $S$ is real and preserves length, the multiple is $+1$ or $-1$. A mode with $-1$ has no component on a symmetric path.

In the harmonic region such a path enters along the softest symmetric mode present in it, even if a softer antisymmetric mode exists. The condition $Q_1=0$ has zero volume among all starts, yet here it is imposed by symmetry.

For a path that leaves a symmetric transition state, the downhill direction there must also be unchanged by $S$. If $S$ reverses that direction, it exchanges the two sides of the barrier and places no such restriction on either branch.

## (h) An anharmonic correction

**Keep two modes and add a cubic coupling,**

$$V=\tfrac12\lambda_1Q_1^2+\tfrac12\lambda_2Q_2^2+c\,Q_1Q_2^2 .$$

**To leading order, what replaces the exceptional line $Q_1=0$?**

The descent equations are

$$\dot Q_1=-\lambda_1Q_1-cQ_2^2,\qquad \dot Q_2=-\lambda_2Q_2-2cQ_1Q_2 ,$$

where the dot means $d/dt$. On the line $Q_1=0$ the first equation gives $\dot Q_1=-cQ_2^2\neq0$, so the path leaves the line. The potential is even in $Q_2$, which suggests a curve $Q_1=aQ_2^2+bQ_2^4+\dots$ that the flow does not leave. Differentiating it and inserting $\dot Q_2=-\lambda_2Q_2-2caQ_2^3+\dots$,

$$\dot Q_1=(2aQ_2+4bQ_2^3)\dot Q_2=-2a\lambda_2Q_2^2-(4ca^2+4b\lambda_2)Q_2^4+\dots$$

The first descent equation gives, on the same curve,

$$\dot Q_1=-(\lambda_1a+c)Q_2^2-\lambda_1b\,Q_2^4+\dots$$

Equating the coefficients of each power gives

$$a=\frac{c}{2\lambda_2-\lambda_1},\qquad b=-\frac{4ca^2}{4\lambda_2-\lambda_1}.$$

Both denominators are positive because $\lambda_2>\lambda_1$. The exceptional line has become a curve that touches the axis of mode 2 at the minimum.

Take $c=0.01\,\lambda_1$ per unit, a chosen value, and $r=1.7778$. Then $a=0.01/(2\times1.7778-1)=3.913\times10^{-3}$ per unit. A numerical search can locate the start that separates paths arriving with $Q_1>0$ from those arriving with $Q_1<0$:

| $Q_2(0)$ | $aQ_2^2$ | dividing $Q_1(0)$ from search |
|---|---|---|
| 10 | 0.391 | 0.390 |
| 60 | 14.1 | 13.0 |

Relative to the search, the leading term is 0.3% too large at $Q_2=10$ and 9% too large at $Q_2=60$. The negative sign of $b$ accounts for the direction of the error. Two paths were also started at $Q_2=60$, 5 units to either side of the dividing value. They arrived from opposite sides, and at $\lambda_1t=12$ both had tangents within 1° of mode 1. In these cases the coupling moved the exceptional set but left the generic direction of arrival unchanged.

**Relation to real molecules.** The frequencies, the temperature, the displacements and the coupling are model choices. The assumption most at risk is harmonicity over the whole path: the start has an energy of 0.0198 hartree, about $10\,k_BT$ at 600 K. With the chosen coupling, the dividing value of $Q_1$ at $Q_2=60$ moves from 0 to 13, which is comparable with the example's $Q_1(0)=20$. For a real molecule, whether a path is close to exceptional must therefore be judged on its own anharmonic surface, or from harmonic components taken much nearer the minimum. The full set of computed values is in the numerical output.

## Table of computed values

```
mode 1: 300 cm^-1, omega = 1.3669e-03 hartree, lam/lam_1 = 1.0000, Q(0) = 20 bohr sqrt(m_e)
mode 2: 400 cm^-1, omega = 1.8225e-03 hartree, lam/lam_1 = 1.7778, Q(0) = 60 bohr sqrt(m_e)
mode 3: 900 cm^-1, omega = 4.1007e-03 hartree, lam/lam_1 = 9.0000, Q(0) = 40 bohr sqrt(m_e)
lam_1 = 1.8684e-06 atomic units
energy at start = 0.01981 hartree
path length = 86.116 bohr sqrt(m_e)
path length = 1.0673 angstrom sqrt(u)
points on the path (Q in bohr sqrt(m_e), theta in degrees):
  Q1 = 20.00  Q2 = 6.0000e+01  Q3 = 4.000e+01  theta = 86.951
  Q1 = 15.00  Q2 = 3.5978e+01  Q3 = 3.003e+00  theta = 77.810
  Q1 = 10.00  Q2 = 1.7498e+01  Q3 = 7.813e-02  theta = 72.183
  Q1 =  5.00  Q2 = 5.1030e+00  Q3 = 1.526e-04  theta = 61.139
  Q1 =  2.00  Q2 = 1.0009e+00  Q3 = 4.000e-08  theta = 41.658
  Q1 =  1.00  Q2 = 2.9188e-01  Q3 = 7.813e-11  theta = 27.425
  Q1 =  0.10  Q2 = 4.8689e-03  Q3 = 7.813e-20  theta = 4.947
  Q1 =  0.01  Q2 = 8.1218e-05  Q3 = 7.813e-29  theta = 0.827
exponent of tan(theta) in remaining length: measured 0.7778, r-1 = 0.7778
Q1(0) = 20: theta = 45 deg at Q1 = 2.3244e+00 bohr sqrt(m_e)
Q1(0) = 20: theta = 10 deg at Q1 = 2.4963e-01 bohr sqrt(m_e)
Q1(0) = 2: theta = 45 deg at Q1 = 1.2039e-02 bohr sqrt(m_e)
Q1(0) = 2: theta = 10 deg at Q1 = 1.2930e-03 bohr sqrt(m_e)
Q1(0) = 20, theta = 10 deg: energy = 5.923e-08 hartree = 3.12e-05 kT at 600 K
start with Q1(0) = 0: final angle to mode 2 = 1.0e-09 deg (at distance 0.1 bohr sqrt(m_e))
equal lowest frequencies: final Q2/Q1 = 3.0000
second mode 400 cm^-1, r = 1.7778: curvature 1.1227e+00 per bohr sqrt(m_e) at distance 1e-02
second mode 400 cm^-1, r = 1.7778: curvature 1.8733e+00 per bohr sqrt(m_e) at distance 1e-03
second mode 450 cm^-1, r = 2.2500: curvature 6.3085e-02 per bohr sqrt(m_e) at distance 1e-02
second mode 450 cm^-1, r = 2.2500: curvature 3.5475e-02 per bohr sqrt(m_e) at distance 1e-03
masses for the unweighted test (u): 1.0 12.0 28.0
unweighted descent: final direction 46.14 deg from mode 1 (mass-weighted angle)
kT at 600 K = 1.9001e-03 hartree
soft mode zero-point rms width = 19.13 bohr sqrt(m_e)
soft mode rms width at 600 K = 32.56 bohr sqrt(m_e)
cubic coupling c = 0.01 lam_1 per bohr sqrt(m_e)
c = 1.868e-08 atomic units
curved exceptional set: a = 3.91304e-03 per bohr sqrt(m_e)
  Q2 = 10: exceptional Q1 = 0.3903 (search), 0.3913 (leading order) bohr sqrt(m_e)
  Q2 = 60: exceptional Q1 = 12.9756 (search), 14.0870 (leading order) bohr sqrt(m_e)
```
